# Restricted Hartree-Fock error for Si-H homolysis in a Hubbard dimer: a numerical check

```python
"""
Result under test: for two electrons on two sites (S = silyl, H = hydrogen)
with vanishing hopping, restricted Hartree-Fock (RHF) lies a*b/(a+b) above
the exact model energy, which is U/2 for the symmetric Hubbard dimer.
  e_s, e_h : site energies       u_s, u_h : on-site repulsions
  t        : hopping amplitude (enters the Hamiltonian as -t)
  a = e_h - e_s + u_h : cost of S+ H- from the neutral fragments
  b = e_s - e_h + u_s : cost of S- H+ from the neutral fragments
Model energies are in eV. The all-electron check uses silane, 6-31G basis.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from pyscf import gto, scf

HARTREE = const.physical_constants["Hartree energy in eV"][0]
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV * angstrom

# ---- Fermion operators; mode order S-up, S-down, H-up, H-down ----
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else lower if k == mode else np.eye(2)
        result = np.kron(result, factor)
    return result


c = [annihilator(k) for k in range(4)]
n = [op.T @ op for op in c]
vacuum = np.eye(16)[0]
two_electron = np.where(np.isclose(np.diag(sum(n)), 2))[0]


def hamiltonian(e_s, e_h, u_s, u_h, t):
    hop = c[0].T @ c[2] + c[1].T @ c[3]
    return (e_s * (n[0] + n[1]) + e_h * (n[2] + n[3])
            + u_s * n[0] @ n[1] + u_h * n[2] @ n[3] - t * (hop + hop.T))


def exact_energy(h):
    return np.linalg.eigvalsh(h[np.ix_(two_electron, two_electron)])[0]


def closed_shell(angle):
    """Both spins in the orbital cos(angle) S + sin(angle) H."""
    x, y = np.cos(angle), np.sin(angle)
    up = x * c[0].T + y * c[2].T
    down = x * c[1].T + y * c[3].T
    return up @ down @ vacuum


def rhf(h):
    def energy(angle):
        state = closed_shell(angle)
        return state @ h @ state
    grid = np.linspace(-np.pi / 2, np.pi / 2, 181)
    start = grid[np.argmin([energy(g) for g in grid])]
    step = grid[1] - grid[0]
    best = minimize_scalar(energy, bounds=(start - step, start + step),
                           method="bounded", options={"xatol": 1e-10})
    return best.fun, closed_shell(best.x)


# ---- Symmetric dimer: approach to the separated limit ----
u = 10.0
print(f"Symmetric dimer, U = {u:.1f} eV")
print("t, E_exact, E_RHF, gap (all eV):")
for t in (2.5, 1.0, 0.3, 0.1, 0.01, 0.0):
    h = hamiltonian(0, 0, u, u, t)
    e_exact, (e_rhf, _) = exact_energy(h), rhf(h)
    assert abs(e_exact - (u - np.sqrt(u**2 + 16 * t**2)) / 2) < 1e-9
    assert abs(e_rhf - (u / 2 - 2 * t)) < 1e-8
    print(f"  {t:5.2f} {e_exact:9.4f} {e_rhf:9.4f} {e_rhf - e_exact:9.4f}")
assert abs(e_rhf - e_exact - u / 2) < 1e-8

# ---- Unequal sites without hopping, over many parameter sets ----
rng = np.random.default_rng(4)
checked = 0
while checked < 20:
    e_s, e_h = rng.uniform(-15, -5, 2)
    u_s, u_h = rng.uniform(4, 15, 2)
    a, b = e_h - e_s + u_h, e_s - e_h + u_s
    if min(a, b) <= 0.1:
        continue
    h = hamiltonian(e_s, e_h, u_s, u_h, 0)
    assert abs(exact_energy(h) - e_s - e_h) < 1e-9
    assert abs(rhf(h)[0] - exact_energy(h) - a * b / (a + b)) < 1e-7
    checked += 1
# An ionic ground state (a < 0) is itself a closed-shell determinant.
h = hamiltonian(0, -12, 8, 9, 0)
assert exact_energy(h) < -12 - 1e-6
assert abs(rhf(h)[0] - exact_energy(h)) < 1e-7

# ---- Silyl + H with rough ionization energies and affinities ----
ion_s, aff_s, ion_h, aff_h = 8.1, 1.4, 14.0, 0.8
e_s, e_h = -ion_s, -ion_h
u_s, u_h = ion_s - aff_s, ion_h - aff_h
a, b = e_h - e_s + u_h, e_s - e_h + u_s
h = hamiltonian(e_s, e_h, u_s, u_h, 0)
e_exact, (e_rhf, state) = exact_energy(h), rhf(h)
gap = e_rhf - e_exact
weight_s = state @ (n[0] + n[1]) @ state / 2
double_s = state @ n[0] @ n[1] @ state
double_h = state @ n[2] @ n[3] @ state
assert abs(gap - a * b / (a + b)) < 1e-7
assert abs(weight_s - a / (a + b)) < 1e-5
assert abs(gap - double_s * b - double_h * a) < 1e-7
open_shell = c[0].T @ c[3].T @ vacuum
assert abs(open_shell @ h @ open_shell - e_exact) < 1e-9
for t in (0.05, 0.5, 2.0):
    ht = hamiltonian(e_s, e_h, u_s, u_h, t)
    drop_exact = e_exact - exact_energy(ht)
    drop_rhf = e_rhf - rhf(ht)[0]
    assert -1e-7 < drop_exact < 2 * t + 1e-7
    assert -1e-7 < drop_rhf < 2 * t + 1e-7

kt = const.k * 900.0 / const.e
print("Silyl + H model, rough inputs")
print(f"I, A of silyl: {ion_s:.1f}, {aff_s:.1f} eV")
print(f"I, A of H: {ion_h:.1f}, {aff_h:.1f} eV")
print(f"e_S, e_H: {e_s:.1f}, {e_h:.1f} eV")
print(f"U_S, U_H: {u_s:.1f}, {u_h:.1f} eV")
print(f"a (Si+ H-), b (Si- H+): {a:.2f}, {b:.2f} eV")
print(f"exact energy: {e_exact:.3f} eV")
print(f"RHF energy: {e_rhf:.3f} eV")
print(f"RHF error: {gap:.3f} eV = {gap / HARTREE:.4f} hartree")
print(f"half the mean U: {(u_s + u_h) / 4:.3f} eV")
print(f"Si weight of RHF orbital: {weight_s:.4f}")
print(f"weight of Si- H+: {double_s:.4f}")
print(f"weight of Si+ H-: {double_h:.4f}")
print(f"covalent weight: {1 - double_s - double_h:.4f}")
print(f"kT at 900 K: {kt:.4f} eV; RHF error / kT: {gap / kt:.1f}")

# ---- All-electron check: one Si-H bond of silane is stretched ----
bond = 1.48  # angstrom, rough
directions = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
directions = directions / np.sqrt(3)
silyl = [("Si", (0.0, 0.0, 0.0))]
silyl += [("H", tuple(bond * d)) for d in directions[1:]]


def molecule(atoms, charge=0, spin=0):
    return gto.M(atom=atoms, basis="6-31g", charge=charge, spin=spin,
                 unit="Angstrom", verbose=0)


def fragment_energy(atoms, charge, spin):
    mol = molecule(atoms, charge, spin)
    mf = scf.UHF(mol) if spin else scf.RHF(mol)
    mf.conv_tol = 1e-9
    mf.max_cycle = 150
    energy = mf.kernel()
    assert mf.converged
    return energy * HARTREE


hydrogen = [("H", (0.0, 0.0, 0.0))]
neutral = fragment_energy(silyl, 0, 1) + fragment_energy(hydrogen, 0, 1)
a_hf = (fragment_energy(silyl, 1, 0) + fragment_energy(hydrogen, -1, 0)
        - neutral)
b_hf = fragment_energy(silyl, -1, 0) - neutral  # a bare proton has energy 0

gaps = {}
orbitals = occupations = None
for distance in (bond, 2.2, 3.0, 4.0, 6.0, 10.0, 1000.0):
    mol = molecule(silyl + [("H", tuple(distance * directions[0]))])
    mf = scf.RHF(mol)
    if orbitals is None:
        mf.kernel()
    else:
        # Carry the orbitals along the stretch, orthonormalized anew.
        metric = orbitals.T @ mol.intor("int1e_ovlp") @ orbitals
        values, vectors = np.linalg.eigh(metric)
        guess = orbitals @ (vectors / np.sqrt(values)) @ vectors.T
        mf = mf.newton()
        mf.kernel(guess, occupations)
    assert mf.converged
    orbitals, occupations = mf.mo_coeff, mf.mo_occ
    gaps[distance] = mf.e_tot * HARTREE - neutral

density = mf.make_rdm1()
first, last = mol.aoslice_by_atom()[-1][2:]
product = density @ mol.intor("int1e_ovlp")
population_h = np.trace(product[first:last, first:last])

predicted = a_hf * b_hf / (a_hf + b_hf)
attraction = COULOMB / 10.0
a_near, b_near = a_hf - attraction, b_hf - attraction
predicted_near = a_near * b_near / (a_near + b_near)
assert 0 < gaps[1000.0] < min(a_hf, b_hf)
assert abs(gaps[1000.0] - predicted) < 1.0  # orbital relaxation, eV
assert abs(population_h - 2 * b_hf / (a_hf + b_hf)) < 0.3
shift = gaps[1000.0] - gaps[10.0]
assert abs(shift - (predicted - predicted_near)) < 0.15

print("Silane, RHF/6-31G, relative to neutral UHF fragments")
print(f"frozen Si-H length: {bond:.2f} angstrom")
for distance, value in gaps.items():
    print(f"  R = {distance:7.2f} angstrom: {value:8.3f} eV")
print(f"a, b at this level: {a_hf:.3f}, {b_hf:.3f} eV")
print(f"ab/(a+b) at this level: {predicted:.3f} eV")
print(f"RHF at 1000 angstrom minus ab/(a+b): "
      f"{gaps[1000.0] - predicted:.3f} eV")
print(f"electrons on distant H, RHF: {population_h:.3f}")
print(f"electrons on distant H, model: {2 * b_hf / (a_hf + b_hf):.3f}")
print(f"ion attraction at 10 angstrom: {attraction:.3f} eV")
print(f"gap change 10 to 1000 angstrom, RHF: {shift:.3f} eV")
print(f"gap change, model: {predicted - predicted_near:.3f} eV")
print("all good")
```

Running it gives:

```
Symmetric dimer, U = 10.0 eV
t, E_exact, E_RHF, gap (all eV):
   2.50   -2.0711    0.0000    2.0711
   1.00   -0.3852    3.0000    3.3852
   0.30   -0.0359    4.4000    4.4359
   0.10   -0.0040    4.8000    4.8040
   0.01   -0.0000    4.9800    4.9800
   0.00    0.0000    5.0000    5.0000
Silyl + H model, rough inputs
I, A of silyl: 8.1, 1.4 eV
I, A of H: 14.0, 0.8 eV
e_S, e_H: -8.1, -14.0 eV
U_S, U_H: 6.7, 13.2 eV
a (Si+ H-), b (Si- H+): 7.30, 12.60 eV
exact energy: -22.100 eV
RHF energy: -17.478 eV
RHF error: 4.622 eV = 0.1699 hartree
half the mean U: 4.975 eV
Si weight of RHF orbital: 0.3668
weight of Si- H+: 0.1346
weight of Si+ H-: 0.4009
covalent weight: 0.4645
kT at 900 K: 0.0776 eV; RHF error / kT: 59.6
Silane, RHF/6-31G, relative to neutral UHF fragments
frozen Si-H length: 1.48 angstrom
  R =    1.48 angstrom:   -2.971 eV
  R =    2.20 angstrom:   -0.999 eV
  R =    3.00 angstrom:    1.540 eV
  R =    4.00 angstrom:    3.566 eV
  R =    6.00 angstrom:    5.140 eV
  R =   10.00 angstrom:    5.762 eV
  R = 1000.00 angstrom:    6.525 eV
a, b at this level: 10.676, 13.872 eV
ab/(a+b) at this level: 6.033 eV
RHF at 1000 angstrom minus ab/(a+b): 0.492 eV
electrons on distant H, RHF: 1.132
electrons on distant H, model: 1.130
ion attraction at 10 angstrom: 1.440 eV
gap change 10 to 1000 angstrom, RHF: 0.763 eV
gap change, model: 0.734 eV
all good
```
